# Light-front projection of the Dirac equation and the instantaneous propagator term

A fermion moving fast along the $+z$ axis drifts only slowly away from a light ray $t-z=\text{const}$. It is then natural to follow its history with the variable $t+z$ instead of $t$. The Dirac equation is first order in $t$ for all four spinor components, so one would expect four functions as initial data on a surface of constant $t+z$. Two turn out to be enough, once the behaviour of the field at the ends of that surface, $t-z\to\pm\infty$, is prescribed. What fixes the other two, and what becomes of them when the fermion propagates between two interactions?

Units are $\hbar=c=1$, and the metric is $(+,-,-,-)$.

## 1. A free fermion moving along one axis

Let the field depend on $t$ and $z$ alone. With $\beta=\gamma^0$ and $\alpha^j=\gamma^0\gamma^j$, the Dirac equation is
$$i(\partial_t+\alpha^3\partial_z)\psi=m\beta\psi .$$
The matrix $\alpha^3$ is Hermitian, squares to one and has zero trace, so it has eigenvalues $+1$ and $-1$, each twice. Split the field accordingly:
$$\psi_\pm=\tfrac12(1\pm\alpha^3)\psi .$$
Because $\beta$ anticommutes with $\alpha^3$, it turns $\psi_+$ into a spinor of the minus type and conversely. The two projections of the equation are therefore
$$i(\partial_t+\partial_z)\psi_+=m\beta\psi_-,\qquad i(\partial_t-\partial_z)\psi_-=m\beta\psi_+ .$$

Now set $x^\pm=t\pm z$. The chain rule gives
$$\partial_t+\partial_z=2\frac{\partial}{\partial x^+}\equiv\partial^-,\qquad \partial_t-\partial_z=2\frac{\partial}{\partial x^-}\equiv\partial^+ .$$
The crossed labels come from raising the index: $\partial^\pm=\partial^0\pm\partial^3$, with $\partial^3=-\partial_z$. With $x^+$ as time,
$$i\partial^-\psi_+=m\beta\psi_-,\qquad i\partial^+\psi_-=m\beta\psi_+ .$$
The first equation moves $\psi_+$ forward in $x^+$. The second has no $x^+$ derivative: it relates the two fields on one surface $x^+=\text{const}$. It is a constraint, which makes $\psi_+$ the "good" field and $\psi_-$ the "bad" one.

**Limit: fermion at rest.** A plane wave has $i\partial^+\to p^+=E+p^3$, so $\psi_-=(m/p^+)\beta\psi_+$. At rest $p^+=m$, and the two parts have equal norm. "Bad" thus means dependent, not small.

**Limit: zero mass.** The constraint becomes $\partial^+\psi_-=0$, solved by any function of $x^+$ alone. This is a wave moving along $-z$ at the speed of light, with $p^+=0$. The good field says nothing about it. The elimination thus needs $p^+\neq0$, or a boundary condition in $x^-$ in its place.

## 2. All directions, with a background field

Define $\gamma^\pm=\gamma^0\pm\gamma^3$. From $(\gamma^0)^2=1$, $(\gamma^3)^2=-1$ and $\gamma^0\gamma^3=-\gamma^3\gamma^0$,
$$(\gamma^\pm)^2=1-1=0,$$
$$\gamma^-\gamma^+=2(1+\alpha^3),\qquad \gamma^+\gamma^-=2(1-\alpha^3).$$
The last two add up to $\{\gamma^+,\gamma^-\}=4$. The projectors of the simple case are therefore
$$\Lambda_+=\tfrac14\gamma^-\gamma^+,\qquad \Lambda_-=\tfrac14\gamma^+\gamma^-,\qquad \psi_\pm=\Lambda_\pm\psi .$$
Each has rank two. Since $(\gamma^\pm)^2=0$, we have $\gamma^+\psi_-=0$ and $\gamma^-\psi_+=0$. The transverse matrices $\gamma^1,\gamma^2$ anticommute with both $\gamma^+$ and $\gamma^-$, so they commute with $\Lambda_\pm$.

Let $D_\mu=\partial_\mu+ieA_\mu$. Inserting $\gamma^0=\frac12(\gamma^++\gamma^-)$ and $\gamma^3=\frac12(\gamma^+-\gamma^-)$,
$$\gamma^\mu D_\mu=\tfrac12\gamma^+D^-+\tfrac12\gamma^-D^++\gamma^jD_j,$$
where $j=1,2$ is summed, $D^-=D_0+D_3$ and $D^+=D_0-D_3$. The $x^+$ derivative sits in $D^-$.

Multiply $(i\gamma^\mu D_\mu-m)\psi=0$ from the left by $\gamma^+$. The $D^-$ term disappears because $(\gamma^+)^2=0$:
$$\tfrac i2\gamma^+\gamma^-D^+\psi+\gamma^+(i\gamma^jD_j-m)\psi=0 .$$
In the first term $\gamma^+\gamma^-=4\Lambda_-$. In the second, $\gamma^+$ can be moved to the right through $\gamma^j$ at the cost of a sign. It then meets $\psi$ and removes $\psi_-$, so $\psi$ may be replaced by $\psi_+$. The result is
$$\boxed{\,2iD^+\psi_-=\gamma^+(m-i\gamma^jD_j)\psi_+\,}$$
It contains neither $\partial/\partial x^+$ nor the potential $A^-$, which enters through $D^-$.

Multiplication by $\gamma^-$ gives, by the same steps,
$$2iD^-\psi_+=\gamma^-(m-i\gamma^jD_j)\psi_- ,$$
which is the equation of motion. No information has been lost: $\gamma^-\gamma^+=4$ on good spinors and $\gamma^+\gamma^-=4$ on bad ones, so each multiplication can be undone on the two components it keeps.

**Test on a sample field.** The constraint was compared with the Cartesian Dirac operator for one choice of smooth $\psi$ and $A_\mu$, at a point with $x^+=0$. The term $x^+\chi$ was then added to $\psi$. This alters the $x^+$ derivative there but not the field. The $\gamma^+$ projection did not change, while the $\gamma^-$ projection did. A change of $A^-$ alone had the same outcome.

## 3. Free modes and the size of the bad field

Switch off $A_\mu$ and take $\psi\propto e^{-ip\cdot x}$, with
$$p\cdot x=\tfrac12(p^+x^-+p^-x^+)-p^1x^1-p^2x^2 .$$
Then $i\partial^\pm\to p^\pm$, but $i\partial_j\to-p^j$, because the transverse part of the exponent has the opposite sign. With
$$g=\gamma^1p^1+\gamma^2p^2,\qquad g^2=-p_\perp^2,$$
the constraint becomes
$$\psi_-=\frac{\gamma^+(m+g)}{2p^+}\psi_+ .$$

To read off its size, move $\gamma^+$ to the right: $\gamma^+(m+g)=(m-g)\gamma^+$. On a good spinor $\gamma^+\psi_+=\gamma^0(1+\alpha^3)\psi_+=2\gamma^0\psi_+$, and $-\gamma^j\gamma^0=\gamma^0\gamma^j=\alpha^j$. Hence
$$\psi_-=\frac{\beta m+\alpha^1p^1+\alpha^2p^2}{p^+}\psi_+ .$$
The Hermitian matrix in the numerator squares to $m^2+p_\perp^2$, since its terms anticommute. Therefore
$$\frac{|\psi_-|^2}{|\psi_+|^2}=\frac{m^2+p_\perp^2}{(p^+)^2}.$$
For $p_\perp=0$ this returns to the simple case.

The equation of motion now reads $2p^-\psi_+=\gamma^-(m+g)\psi_-$. Insert the constraint and use $(m+g)\gamma^+=\gamma^+(m-g)$:
$$2p^-\psi_+=\frac{\gamma^-\gamma^+(m-g)(m+g)}{2p^+}\psi_+=\frac{2(m^2+p_\perp^2)}{p^+}\psi_+ .$$
Here $(m-g)(m+g)=m^2-g^2=m^2+p_\perp^2$, and $\gamma^-\gamma^+$ gives 4 because the transverse matrices leave the spinor good. So
$$p^-=p^-_{\rm on}\equiv\frac{m^2+p_\perp^2}{p^+},$$
which is the mass shell $p^+p^--p_\perp^2=m^2$.

**Numbers.** Measure everything in powers of $m$, and take $p^1=0.3$, $p^2=0.4$, $p^+=2$. Then $m^2+p_\perp^2=1+0.09+0.16=1.25$, and $p^-_{\rm on}=1.25/2=0.625$. The ordinary energy is $(2+0.625)/2=1.3125$, and $p^3=(2-0.625)/2=0.6875$. The norm ratio is $1.25/4=0.3125$. At $p^+=20$ it falls to $1.25/400=0.003125$. A boost along $+z$ thus suppresses the bad field, while the constraint keeps its form. Both ratios agree with eigenvectors of the ordinary Dirac Hamiltonian.

## 4. The constraint in position space

Division by $p^+$ is an integration along $x^-$. To solve $i\partial^+h=F$, write it as $dh/dx^-=-\frac i2F$. Integrating from either end gives
$$h(x^-)=h(-\infty)-\frac i2\int_{-\infty}^{x^-}\!F(y)\,dy,$$
$$h(x^-)=h(\infty)+\frac i2\int_{x^-}^{\infty}\!F(y)\,dy .$$
Take half the sum and impose the antisymmetric condition $h(\infty)=-h(-\infty)$:
$$h(x^-)=-\frac i4\int_{-\infty}^{\infty}\operatorname{sgn}(x^--y)\,F(y)\,dy .$$
For the free constraint at fixed transverse momentum, $h=\psi_-$ and $F=\frac12\gamma^+(m+g)\psi_+$. In this form, the bad field at one point is an integral over the good field along the whole line in $x^-$. Points on this line, at equal $x^+$ and $x_\perp$, have zero invariant separation, because $x^2=x^+x^--x_\perp^2$.

**Limit: no component at $p^+=0$.** Then $\int F\,dy=0$, and $h(\infty)=h(-\infty)$ by the equations above. A packet that vanishes at both ends satisfies the antisymmetric condition, and integration from either end gives the same answer.

A packet with a Gaussian weight centred at $p^+=3m$, of width $0.4m$, is close to this limit, as $p^+=0$ lies 7.5 widths from the centre. At $x^-=1/m$ the bad field was computed directly from the mode sum, and again from the good field through the integral. Both have norm 1.116 in the arbitrary normalization of the packet, and the test compared all their components.

## 5. A source makes the bad field respond at once

A propagator describes the response to a source, so replace the free equation by
$$(\not p-m)\psi=\eta,\qquad \not p=\tfrac12\gamma^+p^-+\tfrac12\gamma^-p^+-g ,$$
where $p^-$ is now independent of $p^+$ and $p_\perp$. Multiplying by $\gamma^+$ as before gives $2p^+\psi_--\gamma^+(m+g)\psi_+=\gamma^+\eta$, or
$$\psi_-=\frac{\gamma^+(m+g)}{2p^+}\psi_++\frac{\gamma^+}{2p^+}\eta .$$
The new term has no energy denominator. It is the direct response of a constrained field: when $\Lambda_+\eta$ changes, $\psi_-$ changes at the same $x^+$, before $\psi_+$ has had time to evolve. The other part of the source, $\Lambda_-\eta$, drops out of this term because $\gamma^+\Lambda_-=0$, and it reaches $\psi_-$ only through the evolution of $\psi_+$.

The rest follows from solving for $\psi_+$. Multiplication by $\gamma^-$ gives
$$2p^-\psi_+=\gamma^-(m+g)\psi_-+\gamma^-\eta .$$
Insert $\psi_-$. Its first term yields $2p^-_{\rm on}\psi_+$, as in section 3. Its second yields
$$\frac{\gamma^-(m+g)\gamma^+}{2p^+}\eta=\frac{2\Lambda_+(m-g)}{p^+}\eta .$$
Multiply the whole equation by $p^+/2$ and define
$$\Delta=p^2-m^2=p^+(p^--p^-_{\rm on}).$$
Then
$$\Delta\,\psi_+=\left[\tfrac12p^+\gamma^-+\Lambda_+(m-g)\right]\eta .$$

Compare this with the on-shell numerator
$$N=\not p_{\rm on}+m=\tfrac12\gamma^+p^-_{\rm on}+\tfrac12\gamma^-p^+-g+m .$$
From $\gamma^-\gamma^+\gamma^-=(4-\gamma^+\gamma^-)\gamma^-=4\gamma^-$ we get $\Lambda_+\gamma^-=\gamma^-$, while $\Lambda_+\gamma^+=0$. The bracket is thus $\Lambda_+N$, and $\psi_+=\Lambda_+N\eta/\Delta$.

For the bad part we need $\gamma^+(m+g)\Lambda_+N/(2p^+)$. Its two pieces are
$$\frac{\gamma^+(m+g)}{2p^+}\,\frac{p^+\gamma^-}{2}=\frac{\gamma^+\gamma^-(m-g)}{4}=\Lambda_-(m-g),$$
$$\frac{\gamma^+(m+g)}{2p^+}\Lambda_+(m-g)=\frac{\gamma^+(m^2+p_\perp^2)}{2p^+}=\tfrac12\gamma^+p^-_{\rm on},$$
where the second line uses $\gamma^+\Lambda_+=\gamma^+$. Their sum is $\Lambda_-N$, because $\Lambda_-\gamma^+=\gamma^+$ and $\Lambda_-\gamma^-=0$. So
$$\psi_-=\frac{\Lambda_-N}{\Delta}\eta+\frac{\gamma^+}{2p^+}\eta .$$

Add the two parts. Since $\psi=(\not p-m)^{-1}\eta=(\not p+m)\eta/\Delta$ for every $\eta$,
$$\boxed{\;\frac{\not p+m}{p^2-m^2}=\frac{\not p_{\rm on}+m}{p^2-m^2}+\frac{\gamma^+}{2p^+}\;}$$
for $p^+\neq0$ and off shell. A short check starts at the other end: $\not p$ and $\not p_{\rm on}$ differ in $p^-$ alone, so $\not p-\not p_{\rm on}=\frac12\gamma^+(p^--p^-_{\rm on})=\gamma^+\Delta/(2p^+)$.

With the Feynman denominator $\Delta+i\varepsilon$, the last term is multiplied by $\Delta/(\Delta+i\varepsilon)$. At fixed $p^+\neq0$ this factor has modulus at most one and tends to one except at the single point $\Delta=0$. Under an integral over $p^-$ with a smooth integrable function it may be replaced by one as $\varepsilon\to0$.

## 6. Where the extra term sits

Multiply the propagator by $\gamma^0$, so that it connects $\psi$ with $\psi^\dagger$. Since
$$\gamma^+\gamma^0=1+\gamma^3\gamma^0=1-\alpha^3=2\Lambda_-,$$
the extra term becomes $\Lambda_-/p^+$. It lies wholly in the bad-bad block. Similarly $\gamma^-\gamma^0=2\Lambda_+$, whereas $m\gamma^0$ and $g\gamma^0$ connect good with bad. The diagonal blocks of the full expression are therefore
$$\text{good-good: }\frac{p^+}{\Delta},\qquad \text{bad-bad: }\frac{p^-}{\Delta}=\frac{p^-_{\rm on}}{\Delta}+\frac1{p^+} .$$

For the momenta of section 3 and an off-shell $p^-=1.5m$, $\Delta=2(1.5-0.625)=1.75\,m^2$. The good-good entry is $2/1.75=1.143/m$, all from the pole term. The bad-bad entry is $1.5/1.75=0.857/m$, of which the pole term supplies $0.625/1.75=0.357/m$ and the extra term $1/2=0.5/m$. At this point the extra term is the larger of the two.

**Limit: large $p^-$.** The pole contribution falls as $1/p^-$, and the bad-bad entry tends to $1/p^+$. This limit is a constant in $p^-$, and the Fourier transform in section 7 turns such a constant into a delta function at $x^+=0$. That is why the extra term is a contact term in light-front time.

**Limit: small $p^+$.** Keep $p^-=1.5m$ and set $p^+=0.001m$. The pole part is $-1001.2/m$, the extra part is $1000/m$, and their sum is $-1.201/m$. At $p^+=0$ the full entry is $-1.5/1.25=-1.2/m$. The singularity belongs to the split, not to the propagator at this off-shell point. The cancellation works where $|p^+p^-|\ll m^2+p_\perp^2$; for $\Delta>0$, as at $p^+=2m$ above, the two parts have the same sign and add. A cutoff at small $p^+$ that removes both parts alike leaves their sum intact at every $p^+$ that remains. At a value of $p^+$ where only one part is removed, the $1/p^+$ growth of the other is left in the integrand.

## 7. Propagation in light-front time

In these variables $d^4p=\frac12dp^+dp^-d^2p_\perp$, so the $p^-$ integral carries $\frac12\cdot\frac1{2\pi}=\frac1{4\pi}$. With the customary factor $i$, define
$$S(x^+)=\int\frac{dp^-}{4\pi}\,e^{-ip^-x^+/2}\,\frac{i(\not p+m)}{\Delta+i\varepsilon}.$$
The extra term does not depend on $p^-$, and
$$\int\frac{dp^-}{4\pi}e^{-ip^-x^+/2}=\tfrac12\,\delta(x^+/2)=\delta(x^+),$$
so it contributes $i\gamma^+\delta(x^+)/(2p^+)$. It acts at a single value of $x^+$ and is therefore called the instantaneous part.

The pole term has the denominator $p^+(p^--p^-_{\rm on}+i\varepsilon/p^+)$. For $p^+>0$ the pole lies below the real axis. When $x^+>0$ the exponential decays in the lower half-plane, and closing the contour there gives the factor
$$-2\pi i\cdot\frac{i}{4\pi p^+}=\frac1{2p^+}.$$
When $x^+<0$ the contour closes above and encloses nothing. For $p^+<0$ the pole lies above, $x^+<0$ contributes, and the opposite orientation changes the sign. Altogether
$$S(x^+)=\operatorname{sgn}(p^+)\,\theta(p^+x^+)\frac{\not p_{\rm on}+m}{2p^+}e^{-ip^-_{\rm on}x^+/2}+\frac{i\gamma^+}{2p^+}\delta(x^+).$$
Positive $p^+$ runs forward in $x^+$ and negative $p^+$ backward, as for particle and antiparticle. The split was made first because closing the contour needs an integrand that falls off at large $|p^-|$. Without the split, the $\gamma^+$ part of the integrand tends to a constant instead.

**Test with a smooth weight.** A delta function becomes a finite number when $S$ is integrated against a Gaussian $f(x^+)$, here centred at $0.3/m$ with width $0.8/m$. For $p^+=2m$, the bad-bad contact part is $if(0)/p^+=0.9321\,i/2=0.4661\,i$ in units of $1/m$. The propagating part is $0.1940-0.0469\,i$. Their sum, $0.1940+0.4192\,i$, agrees with direct integration of the inverse matrix $(\not p-m)^{-1}$ over $p^-$, along a line passing the pole on the Feynman side. Without the contact term even the sign of the imaginary part would be wrong. The same comparison holds for $p^+=-2m$.

## 8. What the contact term does between two interactions

Let the fermion line join two vertices with potentials $A$ and $B$, in the gauge $A^+=B^+=0$. Then $\not A=\frac12\gamma^+A^--\gamma^jA^j$, and likewise for $B$. The instantaneous part of the line gives
$$\not A\,\frac{\gamma^+}{2p^+}\,\not B=\frac{(\gamma^jA^j)\,\gamma^+\,(\gamma^kB^k)}{2p^+},$$
because the $A^-$ and $B^-$ terms each place two factors $\gamma^+$ side by side and vanish. What remains is a coupling of two transverse potentials at one value of $x^+$. It agrees with the constraint of section 2, where $A^-$ is absent and the transverse potentials enter through $D_j$: eliminating $\psi_-$ inserts one such factor on each side of $1/p^+$. A calculation that keeps the good field alone as a dynamical variable must therefore include this coupling alongside the propagation of on-shell intermediate states. The values quoted here are collected in the numerical output below.

## Computed values

```
Inputs (natural units, powers of m)
mass: 1 m
p1: 0.3 m
p2: 0.4 m
p^+: 2 m
off-shell p^-: 1.5 m
Projectors and constraint
rank of good projector: 2; of bad projector: 2
m^2 + p_perp^2: 1.25 m^2
on-shell p^-: 0.625 m
on-shell energy: 1.3125 m
on-shell p^3: 0.6875 m
|bad|^2/|good|^2 at p^+ = 2 m: 0.3125 (no unit)
larger p^+: 20 m
|bad|^2/|good|^2 at larger p^+: 0.003125 (no unit)
Wave packet, bad field at one x^- (arbitrary normalization)
packet centre in p^+: 3 m
packet width in p^+: 0.4 m
observation x^-: 1 1/m
norm of bad field, direct: 1.11611 arb.
norm of bad field, from good field: 1.11611 arb.
Propagator 1/(pslash - m) times gamma^0, diagonal blocks
p^2 - m^2: 1.75 m^2
good-good, full: 1.14286 1/m
good-good, pole part: 1.14286 1/m
bad-bad, full: 0.857143 1/m
bad-bad, pole part: 0.357143 1/m
bad-bad, instantaneous part: 0.5 1/m
coefficient 1/(2 p^+) of gamma^+: 0.25 1/m
Near p^+ = 0, same p^- and p_perp, bad-bad block
small p^+: 0.001 m
pole part: -1001.2 1/m
instantaneous part: 1000 1/m
full: -1.20144 1/m
full at p^+ = 0: -1.2 1/m
Gaussian smearing in x^+ of i/(pslash - m), bad-bad block
Gaussian centre: 0.3 1/m
Gaussian width: 0.8 1/m
Gaussian value at x^+ = 0: 0.932102 (no unit)
contour integral over p^-: 0.194043 +0.419194 i 1/m
propagating part: 0.194043 -0.046857 i 1/m
contact part: 0.000000 +0.466051 i 1/m
```
